# Anisotropic magnetoresistance from spin-orbit mixing in the two-current model: verification in Python

```python
"""Anisotropic magnetoresistance (AMR) of a ferromagnet with a full d-up band.

Result under test: (rho_par - rho_perp)/rho = f*gamma*(alpha - 1), with
gamma = (3/4)*(lam/hex)**2 if electrons moving along the current set the
resistivity, and (3/10)*(lam/hex)**2 for a spherical Boltzmann average.
lam: spin-orbit constant, H = lam L.S - hex S_z; hex: exchange splitting;
alpha = rho_down/rho_up; f: share of s-d scattering in rho_down.
Exact diagonalization of the ten d states supplies the scattering rates.
Rates are in units of the unperturbed s-down to d-down rate.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import e as charge, hbar, k as boltzmann

# Orbital operators in the basis m = 2, 1, 0, -1, -2; spin basis up, down.
m_values = np.arange(2, -3, -1)
Lz = np.diag(m_values).astype(complex)
Lplus = np.zeros((5, 5), complex)
for col in range(1, 5):
    m = m_values[col]
    Lplus[col - 1, col] = np.sqrt(6 - m * (m + 1))
Lminus = Lplus.conj().T
Sz = np.diag([0.5, -0.5])
Splus = np.array([[0.0, 1.0], [0.0, 0.0]])
LS = np.kron(Lz, Sz) + 0.5 * (np.kron(Lplus, Splus.T) + np.kron(Lminus, Splus))
eg_a = np.array([0, 0, 1, 0, 0])
eg_b = np.array([1, 0, 0, 0, 1]) / np.sqrt(2)
cubic = np.outer(eg_a, eg_a) + np.outer(eg_b, eg_b) - 0.4 * np.eye(5)


def harmonics(n):
    """sqrt(4 pi/5) Y_2m for unit vectors n of shape (N, 3)."""
    x, y, z = np.asarray(n, float).T
    p = x + 1j * y
    q = x - 1j * y
    return np.array([np.sqrt(3 / 8) * p**2, -np.sqrt(1.5) * p * z,
                     0.5 * (3 * z**2 - 1) + 0j, np.sqrt(1.5) * q * z,
                     np.sqrt(3 / 8) * q**2]).T


def rate_matrix(n, lam, hex_, crystal=0.0, band=None):
    """2x2 spin matrix of s-to-d rates for each direction of motion n.

    band = (half width, Fermi level above the d-down centre) selects a
    parabolic density of states; None means flat for the d-down levels.
    """
    H = lam * LS - hex_ * np.kron(np.eye(5), Sz)
    H = H + crystal * np.kron(cubic, np.eye(2))
    energy, states = np.linalg.eigh(H)
    if band is None:
        density = (energy > 0).astype(float)
    else:
        half, fermi = band
        offset = (fermi - (energy - hex_ / 2)) / half
        density = np.maximum(0, 1 - offset**2) / (1 - (fermi / half)**2)
    orbital = harmonics(n).conj()
    amp = np.einsum('msf,km->ksf', states.reshape(5, 2, 10).conj(), orbital)
    return np.einsum('ksf,ktf,f->kst', amp.conj(), amp, density)


def rates(n, lam, hex_, **options):
    R = rate_matrix(n, lam, hex_, **options)
    return R[:, 0, 0].real, R[:, 1, 1].real


def total(up, down, mix=0.0):
    """Two channels in the same field, with spin mixing resistivity mix."""
    A = np.array([[up + mix, -mix], [-mix, down + mix]])
    return 1 / np.linalg.solve(A, np.ones(2)).sum()


def ratio(par, perp):
    return (par - perp) / ((par + 2 * perp) / 3)


axes = np.array([[0.0, 0, 1], [1.0, 0, 0]])  # along and across M


def amr(lam, hex_, other_up, sd, other_down=0.0, mix=0.0, **options):
    """AMR when electrons moving along the current set the resistivity."""
    wu, wd = rates(axes, lam, hex_, **options)
    rho = [total(other_up + sd * wu[i], other_down + sd * wd[i], mix)
           for i in range(2)]
    return ratio(*rho)


# Quadrature grid on the unit sphere; weights sum to one.
z_nodes, z_weights = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
zz, pp = np.meshgrid(z_nodes, phi, indexing='ij')
ss = np.sqrt(1 - zz**2)
sphere = np.array([ss * np.cos(pp), ss * np.sin(pp), zz]).reshape(3, -1).T
weight = np.repeat(z_weights / 2 / 48, 48)


def amr_boltzmann(lam, hex_, other_up, sd, other_down=0.0):
    """AMR from the full angular average over a spherical Fermi surface."""
    wu, wd = rates(sphere, lam, hex_)
    lifetime = 1 / (other_up + sd * wu) + 1 / (other_down + sd * wd)
    rho = [1 / np.sum(3 * weight * sphere[:, i]**2 * lifetime) for i in (2, 0)]
    return ratio(*rho)


# Test: a plane wave meets the d shell as one orbital pointing along k.
k_dir = np.array([0.48, 0.60, 0.64])
wave = np.exp(2j * sphere @ k_dir)
projected = (weight * wave) @ harmonics(sphere).conj()
expected = harmonics([k_dir])[0].conj()
overlap = abs(np.vdot(expected, projected))**2 / np.vdot(projected, projected).real
assert abs(overlap - 1) < 1e-10
Lx = (Lplus + Lminus) / 2
Ly = (Lplus - Lminus) / 2j
kL = k_dir[0] * Lx + k_dir[1] * Ly + k_dir[2] * Lz
assert np.linalg.norm(kL @ expected) < 1e-12

# Test: an odd disturbance of the s electrons does not feed the d states.
C = harmonics(sphere)
feed = np.einsum('k,km,kn->mn', weight * sphere[:, 2], C.conj(), C)
assert np.max(abs(feed)) < 1e-12

# Test: perturbative rates against exact diagonalization, oblique directions.
eps = 1e-3
theta = np.linspace(0, np.pi / 2, 7)
tilted = np.array([np.sin(theta) * 0.6, np.sin(theta) * 0.8, np.cos(theta)]).T
w_up, w_down = rates(tilted, eps, 1.0)
law = 0.75 * eps**2 * (1 + np.cos(theta)**2)
assert np.allclose(w_up, law, rtol=5e-3, atol=0)
assert np.allclose(1 - w_down, law, rtol=5e-3, atol=0)
off_diagonal = rate_matrix(tilted, eps, 1.0)[:, 0, 1]
assert np.max(abs(off_diagonal)) < 2 * eps**2  # no first-order spin mixing

# Test: next order of the up-channel anisotropy is a factor 1 + 3 eps.
w_axes = rates(axes, eps, 1.0)[0]
slope = ((w_axes[0] - w_axes[1]) / (0.75 * eps**2) - 1) / eps
assert abs(slope - 3) < 0.02

# Test: the AMR law for several alpha and s-d shares f (error of order eps).
for alpha_t in (0.5, 3.0, 6.0, 12.0):
    for f_t in (1.0, 0.7):
        args = (eps, 1.0, 1.0, f_t * alpha_t, (1 - f_t) * alpha_t)
        target = f_t * eps**2 * (alpha_t - 1)
        assert abs(amr(*args) / (0.75 * target) - 1) < 1e-2
        assert abs(amr_boltzmann(*args) / (0.30 * target) - 1) < 1e-2
assert abs(amr(eps, 1.0, 1.0, 1.0)) < 5 * eps**3  # vanishes for alpha = 1
alpha_t = 6.0
equal_ss = amr(eps, 1.0, 1.0, alpha_t - 1, 1.0)
assert abs(equal_ss / (0.75 * eps**2 * (alpha_t - 1)**2 / alpha_t) - 1) < 1e-2

# Test: closed form of the two-channel resistivity with spin mixing.
a, b, c = 14.0, 84.0, 5.0
assert abs(total(a, b, c) - (a * b + c * (a + b)) / (a + b + 4 * c)) < 1e-10

# Worked example: round parameters; resistivities in micro-ohm cm, energies in eV.
lam, hex_ = 0.08, 0.80
rho_up, rho_down = 14.0, 84.0
alpha = rho_down / rho_up
ratio_so = lam / hex_
gamma = 0.75 * ratio_so**2
gamma_b = 0.30 * ratio_so**2
rho = total(rho_up, rho_down)
lead, lead_b = gamma * (alpha - 1), gamma_b * (alpha - 1)
length, width, thick, current = 20e-6, 1e-6, 50e-9, 0.5e-3
resistance = rho * 1e-8 * length / (width * thick)
density_A_cm2 = current / (width * thick) * 1e-4
oxide, conductivity = 100e-9, 1.4
heating = current**2 * resistance * oxide / (conductivity * length * width)

exact = amr(lam, hex_, rho_up, rho_down)
exact_b = amr_boltzmann(lam, hex_, rho_up, rho_down)
wu, wd = rates(axes, lam, hex_)
with_ss = amr(lam, hex_, rho_up, rho_down - rho_up, rho_up)
field = 0.10
crystal_plus = amr(lam, hex_, rho_up, rho_down, crystal=field)
crystal_minus = amr(lam, hex_, rho_up, rho_down, crystal=-field)
half_width, fermi = 2.0, 1.4
curved = amr(lam, hex_, rho_up, rho_down, band=(half_width, fermi))
mixing = 5.0
mixed = amr(lam, hex_, rho_up, rho_down, mix=mixing)
temperature = 300.0
kT = boltzmann * temperature / charge
gap = hex_ - (half_width - fermi)
hole_share = 1 / (np.exp(gap / kT) + 1)
thermal = amr(lam, hex_, rho_up + hole_share * rho_down, rho_down)

# Diffuse film surfaces: mean free paths from a free-electron s band.
k_fermi = 1e10
n_spin = k_fermi**3 / (6 * np.pi**2)


def free_path(rho_channel):
    return hbar * k_fermi / (n_spin * charge**2 * rho_channel * 1e-8)


def film_factor(path):
    x = path / thick
    lost = quad(lambda u: 1.5 * (1 - u * u) * u * x * (1 - np.exp(-1 / (u * x))), 0, 1)
    return 1 - lost[0]


path_up, path_down = free_path(rho_up), free_path(rho_down)
extra_up = rho_up * (1 / film_factor(path_up) - 1)
extra_down = rho_down * (1 / film_factor(path_down) - 1)
film = amr(lam, hex_, rho_up + extra_up, rho_down, extra_down)


def show(label, value, unit='', digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("spin-orbit constant lambda", lam, "eV")
show("exchange splitting H", hex_, "eV")
show("lambda/H", ratio_so)
show("rho_up", rho_up, "uOhm cm")
show("rho_down", rho_down, "uOhm cm")
show("alpha", alpha)
show("two-current resistivity", rho, "uOhm cm")
show("gamma, directional rule", gamma)
show("gamma, Boltzmann average", gamma_b)
show("AMR gamma(alpha-1), directional", 100 * lead, "%")
show("AMR gamma(alpha-1), Boltzmann", 100 * lead_b, "%")
show("strip length", length * 1e6, "um")
show("strip width", width * 1e6, "um")
show("strip thickness", thick * 1e9, "nm")
show("read current", current * 1e3, "mA")
show("strip resistance", resistance, "Ohm")
show("resistance change, directional", lead * resistance, "Ohm")
show("resistance change, Boltzmann", lead_b * resistance, "Ohm")
show("read voltage, directional", lead * resistance * current * 1e3, "mV")
show("read voltage, Boltzmann", lead_b * resistance * current * 1e3, "mV")
show("current density", density_A_cm2, "A/cm2")
show("oxide thickness under strip", oxide * 1e9, "nm")
show("oxide thermal conductivity", conductivity, "W/(m K)")
show("Joule temperature rise", heating, "K", 3)
show("exact W_up, motion along M", wu[0])
show("exact W_up, motion across M", wu[1])
show("exact W_down, motion along M", wd[0])
show("exact W_down, motion across M", wd[1])
show("exact up-channel anisotropy", wu[0] - wu[1])
show("fitted-free slope of next order in lambda/H", slope)
show("AMR all orders, directional (baseline)", 100 * exact, "%")
show("AMR all orders, Boltzmann", 100 * exact_b, "%")
show("AMR baseline with equal s-s scattering", 100 * with_ss, "%")
show("cubic splitting size", field, "eV")
show("AMR baseline, eg above t2g", 100 * crystal_plus, "%")
show("AMR baseline, eg below t2g", 100 * crystal_minus, "%")
show("d-band half width", half_width, "eV")
show("Fermi level above d-down centre", fermi, "eV")
show("AMR baseline with curved density of states", 100 * curved, "%")
show("temperature", temperature, "K")
show("spin-mixing resistivity", mixing, "uOhm cm")
show("AMR baseline with spin mixing", 100 * mixed, "%")
show("gap from d-up band top to Fermi level", gap, "eV")
show("thermal share of s-up to d-up scattering", hole_share, "", 3)
show("AMR baseline with thermal d-up holes", 100 * thermal, "%")
show("s-band Fermi wave number", k_fermi * 1e-9, "1/nm")
show("mean free path up", path_up * 1e9, "nm", 3)
show("mean free path down", path_down * 1e9, "nm", 3)
show("surface resistivity added to up", extra_up, "uOhm cm", 3)
show("surface resistivity added to down", extra_down, "uOhm cm", 3)
show("AMR baseline with diffuse surfaces", 100 * film, "%")
print("OK")
```

Output:

```
spin-orbit constant lambda: 0.08 eV
exchange splitting H: 0.8 eV
lambda/H: 0.1
rho_up: 14 uOhm cm
rho_down: 84 uOhm cm
alpha: 6
two-current resistivity: 12 uOhm cm
gamma, directional rule: 0.0075
gamma, Boltzmann average: 0.003
AMR gamma(alpha-1), directional: 3.75 %
AMR gamma(alpha-1), Boltzmann: 1.5 %
strip length: 20 um
strip width: 1 um
strip thickness: 50 nm
read current: 0.5 mA
strip resistance: 48 Ohm
resistance change, directional: 1.8 Ohm
resistance change, Boltzmann: 0.72 Ohm
read voltage, directional: 0.9 mV
read voltage, Boltzmann: 0.36 mV
current density: 1e+06 A/cm2
oxide thickness under strip: 100 nm
oxide thermal conductivity: 1.4 W/(m K)
Joule temperature rise: 0.0429 K
exact W_up, motion along M: 0.01584
exact W_up, motion across M: 0.006732
exact W_down, motion along M: 0.9869
exact W_down, motion across M: 0.9917
exact up-channel anisotropy: 0.009104
fitted-free slope of next order in lambda/H: 2.992
AMR all orders, directional (baseline): 4.293 %
AMR all orders, Boltzmann: 1.746 %
AMR baseline with equal s-s scattering: 3.62 %
cubic splitting size: 0.1 eV
AMR baseline, eg above t2g: 5.557 %
AMR baseline, eg below t2g: 3.388 %
d-band half width: 2 eV
Fermi level above d-down centre: 1.4 eV
AMR baseline with curved density of states: 4.131 %
temperature: 300 K
spin-mixing resistivity: 5 uOhm cm
AMR baseline with spin mixing: 3.134 %
gap from d-up band top to Fermi level: 0.2 eV
thermal share of s-up to d-up scattering: 0.000436
AMR baseline with thermal d-up holes: 4.28 %
s-band Fermi wave number: 10 1/nm
mean free path up: 17.4 nm
mean free path down: 2.9 nm
surface resistivity added to up: 2.07 uOhm cm
surface resistivity added to down: 1.87 uOhm cm
AMR baseline with diffuse surfaces: 3.686 %
OK
```
